# Parratt's recursion and the reflection amplitude of an absorbing film, part 1

(Sections cited here and not found follow in the second part.)

## I. From field continuity to the recursion

### The physical situation

A film some tens of nanometres thick lies on a flat substrate, and a monochromatic X-ray beam strikes it at a grazing angle of a fraction of a degree. The detector records the reflected fraction $R$ of the intensity. Part of the wave is reflected at the surface and part at the buried interface. The second part has crossed the film twice, so it carries a phase that depends on the thickness and an attenuation that depends on the absorption. It can also be reflected again on its way out. With several layers the possible paths multiply without end. An exact calculation of the curve, from which thickness and density can be fitted, needs the sum of all of them, with the absorption included correctly.

The sum can be found without listing any path. The fields are continuous at each interface, and this links the ratio of upward to downward wave in one layer to the same ratio in the layer below. The substrate supplies the starting value.

### Assumptions and conventions

The $z$ axis points into the sample. Medium $0$ is vacuum and fills $z<0$. Layers $1,\dots,N$ have thicknesses $d_1,\dots,d_N$, and medium $N+1$ is a substrate that extends to $z=\infty$. Interface $j$ lies at $z_j$ and separates media $j$ and $j+1$, so $z_0=0$ and $z_j=z_{j-1}+d_j$.

The time factor is $e^{-i\omega t}$. Each medium is homogeneous, isotropic and nonmagnetic, with refractive index

$$n_j = 1-\delta_j+i\beta_j , \qquad \delta_j<1,\quad \beta_j>0 \quad (j\ge 1), \qquad n_0=1 .$$

With this time factor a positive $\beta_j$ means absorption, because $e^{ikn_jz}$ then contains the decaying factor $e^{-k\beta_j z}$. Here $k=2\pi/\lambda=\omega/c$ is the vacuum wave number. The interfaces are flat and sharp.

The angle $\theta$, with $0<\theta<90^\circ$, is measured from the surface. The electric field points along $y$, perpendicular to the plane of incidence (s polarisation). The other polarisation is treated in the second half.

### The wave equation and the continuity conditions

The sample is unchanged by a shift along $x$, so all media share the factor $e^{ik_xx}$ of the incident wave, with $k_x=k\cos\theta$. Write $E_y=E(z)\,e^{ik_xx}$. The Maxwell equation $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ gives, with a prime for $d/dz$ and the common factor omitted,

$$H_x=\frac{i}{\omega\mu_0}\,E' , \qquad H_z=\frac{k_x}{\omega\mu_0}\,E .$$

The $y$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0n_j^2\mathbf E$ is $H_x'-ik_xH_z=-i\omega\varepsilon_0n_j^2E$. Insertion of the two components gives

$$\frac{i}{\omega\mu_0}\left(E''-k_x^2E\right)=-i\omega\varepsilon_0n_j^2E .$$

Multiply by $\omega\mu_0/i$ and use $\omega^2\varepsilon_0\mu_0=k^2$:

$$E''+k_j^2E=0, \qquad k_j^2=k^2\left(n_j^2-\cos^2\theta\right). \tag{1}$$

At an interface the tangential components $E_y$ and $H_x$ are continuous. Since $H_x$ is $E'$ times a constant common to all media,

$$E \ \text{and}\ E' \ \text{are continuous at every } z_j . \tag{2}$$

The absence of magnetism enters here. With different permeabilities, $E'$ divided by the permeability would be continuous instead.

### Lemma 1 (the root)

*For $j\ge1$ equation (1) has one root $k_j$ with positive imaginary part, and its real part is positive too.*

Proof. The imaginary part of (1) is

$$\operatorname{Im}k_j^2=2k^2(1-\delta_j)\beta_j>0 . \tag{3}$$

The phase of $k_j^2$ therefore lies between $0$ and $\pi$. One square root has half this phase, between $0$ and $\pi/2$, so both its parts are positive. The other root is its negative. $\square$

This root is used throughout. In vacuum $k_0=k\sin\theta>0$. Note that $k_0$ is the normal component of the vacuum wave vector, not its length $k$.

The general solution of (1) in medium $j$ is $E=D+U$, where

$$D(z)\propto e^{ik_jz}, \qquad U(z)\propto e^{-ik_jz} . \tag{4}$$

$D$ is the downward wave, which decays into the sample, and $U$ is the upward wave. Differentiation gives $E'=ik_j(D-U)$.

Since $\operatorname{Im}k_j^2=2\operatorname{Re}k_j\operatorname{Im}k_j$, equation (3) also gives

$$\operatorname{Im}k_j=\frac{k^2(1-\delta_j)\beta_j}{\operatorname{Re}k_j} . \tag{5}$$

A small $\operatorname{Re}k_j$ means a flat path inside the layer, and the wave then decays over a smaller depth. Decay does not require strong absorption, however. For $\beta_j\to0$, $k_j^2$ becomes negative when $\cos\theta>1-\delta_j$, and $k_j$ becomes imaginary. The angle with $\cos\theta_c=1-\delta_j$ is the critical angle of the material. Below it the field is evanescent.

### Lemma 2 (the field and its energy flux)

*Up to a constant factor there is one nonzero field that satisfies (1) and (2) and has no upward wave in the substrate. For this field the quantity $S=\operatorname{Im}(E^*E')$ is positive everywhere.*

Proof. In the substrate the upward wave would grow as $e^{z\operatorname{Im}k_{N+1}}$ with depth. No source lies there, so it is absent. What remains is $E=T\,e^{ik_{N+1}(z-z_N)}$ with a constant $T\neq0$. This fixes $E$ and $E'$ at $z_N$. By (2) they have the same values just above $z_N$, where they determine both waves:

$$D=\tfrac12\left(E+\frac{E'}{ik_N}\right), \qquad U=\tfrac12\left(E-\frac{E'}{ik_N}\right).$$

The field in layer $N$ is then known up to its top, and the argument repeats for each layer up to the vacuum. The factor $T$ is the one free constant.

For the flux, differentiate $S$ inside a medium and use (1):

$$S'=\operatorname{Im}\left(|E'|^2+E^*E''\right)=-\operatorname{Im}(k_j^2)\,|E|^2\le0 . \tag{6}$$

In the substrate $E'=ik_{N+1}E$, so $S=\operatorname{Re}(k_{N+1})|E|^2>0$. By (2), $S$ is continuous at the interfaces. By (6) it does not decrease on the way up. It is therefore positive everywhere. $\square$

The physical meaning of $S$ follows from the Poynting vector. Its time-averaged $z$ component is $-\tfrac12\operatorname{Re}(E_yH_x^*)$. With $H_x^*=-iE'^*/(\omega\mu_0)$ this becomes $\tfrac12\operatorname{Re}(iEE'^*)/(\omega\mu_0)=S/(2\omega\mu_0)$. Lemma 2 thus says that energy flows downward at every depth, and (6) says that the flow is reduced by what each layer absorbs.

### Lemma 3 (finite ratios)

*For the field of Lemma 2 the downward wave $D$ vanishes nowhere.*

Proof. By (4), if $D$ vanished at one point of a medium it would vanish throughout that medium. Then $E=U$ and $E'=-ik_jU$, which gives $S=-\operatorname{Re}(k_j)|U|^2\le0$. This contradicts Lemma 2. $\square$

The ratio $U/D$ is therefore finite at every depth. Two of its values in each layer get names:

- $X_j$ is $U/D$ in medium $j$ just above interface $j$, that is, at the bottom of the medium.
- $Y_j$ is $U/D$ in medium $j$ just below interface $j-1$, that is, at its top.

The reflection amplitude $r$ is the ratio of reflected to incident field at the surface, so $r=X_0$ and $R=|r|^2$.

### Theorem (Parratt's recursion)

*Under the stated assumptions, define the Fresnel coefficient of interface $j$ by*

$$r_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}} . \tag{7}$$

*Then, starting from $Y_{N+1}=0$,*

$$X_j=\frac{r_j+Y_{j+1}}{1+r_jY_{j+1}} \quad (j=N,\dots,0), \qquad Y_j=X_j\,e^{2ik_jd_j} \quad (j=N,\dots,1), \tag{8}$$

*no denominator vanishes, and $r=X_0$.*

Proof. The start is $Y_{N+1}=0$ because the substrate carries no upward wave.

*Crossing an interface.* Let $A$ and $B$ be the values of $D$ and $U$ just above interface $j$, and let $a$ and $b$ be their values just below it. The conditions (2) read

$$A+B=a+b, \qquad k_j(A-B)=k_{j+1}(a-b),$$

where a common factor $i$ has been divided out of the second. Divide the second equation by $k_j$. Half the sum of the two equations gives $A$, and half the difference gives $B$:

$$A=\frac{(k_j+k_{j+1})\,a+(k_j-k_{j+1})\,b}{2k_j}, \qquad
B=\frac{(k_j-k_{j+1})\,a+(k_j+k_{j+1})\,b}{2k_j} .$$

The sum $k_j+k_{j+1}$ has a positive real part and can be taken out as a factor:

$$A=\frac{k_j+k_{j+1}}{2k_j}\,(a+r_jb), \qquad B=\frac{k_j+k_{j+1}}{2k_j}\,(r_ja+b) . \tag{9}$$

By Lemma 3, $a\neq0$ and $A\neq0$. With $b=Y_{j+1}a$ the first equation of (9) contains the factor $a(1+r_jY_{j+1})$. Since $A\ne0$, this factor is not zero, so $1+r_jY_{j+1}\neq0$. Division of $B$ by $A$, with $a$ cancelled, gives the first formula of (8).

*Crossing a layer.* From the bottom $z_j$ of layer $j$ to its top $z_{j-1}=z_j-d_j$, equation (4) gives

$$D(z_{j-1})=D(z_j)\,e^{-ik_jd_j}, \qquad U(z_{j-1})=U(z_j)\,e^{+ik_jd_j} .$$

The quotient acquires the factor $e^{2ik_jd_j}$, which is the second formula of (8). $\square$

### Remarks on the theorem

**Meaning of the factors.** The exponential $e^{2ik_jd_j}$ describes one passage down and one up. Its modulus is $e^{-2d_j\operatorname{Im}k_j}<1$. The recursion contains this decaying exponential and not its inverse, so a thick layer cannot make the numbers overflow. It makes $Y_j$ small, and whatever lies below drops out of the result.

**Where absorption enters.** The complex $k_j$ appears in the exponential and also in $r_j$. If one kept $k_j$ real in (7) and damped the exponential alone, the result would no longer satisfy (2).

**The fields inside.** The first equation of (9) also gives the amplitude transmitted into the next medium:

$$a=\frac{2k_j}{k_j+k_{j+1}}\;\frac{A}{1+r_jY_{j+1}} . \tag{10}$$

Once all the ratios are known, (10) and (4) yield the field at every depth, working down from $A=1$ at the surface.

**Layers without absorption.** Suppose that some layers have $\beta_j=0$ while the substrate absorbs. Lemma 2 still gives $S>0$. If $k_j\neq0$, its root is either positive or positive imaginary, so $\operatorname{Re}k_j\ge0$, and Lemma 3 holds as before. Two such roots, or one such root and one from Lemma 1, cannot add to zero. The theorem therefore remains valid. The case $k_j=0$, a transparent layer at its critical angle, is excluded, because the solutions of (1) are then linear in $z$ and the split into two waves fails.

**What the model leaves out.** The result is exact for the stated Maxwell problem. Roughness, a gradual change of composition, the angular spread of the beam and the finite length of the sample are not in it. At small angles the illuminated strip can be longer than the sample, and the measured intensity then falls below $R$ for a reason unrelated to the layers.

## II. The single absorbing film

### Symbols and results carried over

The $z$ axis points into the sample, the time factor is $e^{-i\omega t}$, and $n_j=1-\delta_j+i\beta_j$. The normal wave number in medium $j$ is $k_j=k\sqrt{n_j^2-\cos^2\theta}$ with $\operatorname{Im}k_j\ge0$, where $k=2\pi/\lambda$. In vacuum $k_0=k\sin\theta$. In absorbing media both parts of $k_j$ are positive. The field $E$ and its derivative $E'$ are continuous, and $r_j=(k_j-k_{j+1})/(k_j+k_{j+1})$. The ratio of upward to downward wave is $X_j$ at the bottom of medium $j$ and $Y_j$ at its top. These obey the recursion (8), which starts from $Y=0$ in the substrate and ends with the reflection amplitude $r=X_0$. The flux $S=\operatorname{Im}(E^*E')$ obeys $S'=-\operatorname{Im}(k_j^2)|E|^2$.

### Corollary (one film)

*For a film of thickness $d$ (medium 1) on a substrate (medium 2),*

$$r=\frac{r_0+r_1p}{1+r_0r_1p}, \qquad p=e^{2ik_1d} . \tag{11}$$

Proof. The start $Y_2=0$ gives $X_1=r_1$. Crossing the film gives $Y_1=r_1p$. The last step of (8) is (11). $\square$

**Check by direct elimination.** The same result follows without the recursion. Let the incident amplitude be 1, let $a$ and $b$ be the downward and upward amplitudes at the top of the film, let $t$ be the field at the substrate surface, and let $q=e^{ik_1d}$, so that $p=q^2$. The four continuity conditions are

$$1+r=a+b, \qquad k_0(1-r)=k_1(a-b),$$
$$aq+b/q=t, \qquad k_1(aq-b/q)=k_2t .$$

Inserting the third into the fourth gives $(k_1-k_2)\,aq=(k_1+k_2)\,b/q$, hence $b=r_1p\,a$. Here $a\neq0$. Otherwise $b=0$ as well, and the first two conditions would demand both $r=-1$ and $r=1$. Now multiply the second condition by $1+r=a+b$:

$$k_0(1-r)(a+b)=k_1(1+r)(a-b) .$$

Insert $b=r_1p\,a$, cancel $a$, and collect the terms with $r$ on one side:

$$r\left[(k_0+k_1)+(k_0-k_1)r_1p\right]=(k_0-k_1)+(k_0+k_1)r_1p .$$

Division by $k_0+k_1$ gives (11).

Field continuity has given an exact recursion for the reflection amplitude of any absorbing stack and, for a single film, the closed formula (11), confirmed by direct elimination. What remains is to examine its limits, its meaning as a sum of multiple reflections and its energy balance, to work through numerical examples, and to treat graded interfaces and the other polarisation.
